# Why Mutual Synchronization Narrows the Emission of Coupled Oscillators

When $N$ identical oscillators with independent white phase noise are coupled symmetrically, their mean phase has diffusion coefficient $D/N$, where $D$ is that of one oscillator. If the coupling also locks them nearly in phase, the emitted line narrows by the same factor. The two statements differ: the first holds even without coupling, while the second needs locking. Coupling does not remove noise from the mean phase. It makes every oscillator follow the mean phase, in which independent noises largely average out.

## The model and the width of one oscillator

Each oscillator, for example a spin-torque or spin Hall nano-oscillator, is described by its phase $\theta_i$ alone:

$$\dot\theta_i=\omega_i+\sum_j k_{ij}\sin(\theta_j-\theta_i)+\xi_i(t),\qquad \langle\xi_i(t)\xi_j(t')\rangle=2D\,\delta_{ij}\,\delta(t-t').$$

Symmetric coupling means $k_{ij}=k_{ji}$. Phases are unwrapped: they are not reset after a full turn. The standard case below is all-to-all coupling, $k_{ij}=K/N$, with equal frequencies.

For one free oscillator, $\theta(t)-\theta(0)-\omega t$ is Gaussian with zero mean and variance $2Dt$. A Gaussian variable $X$ of zero mean obeys $\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}$, so for $t>0$

$$\langle e^{i[\theta(t)-\theta(0)]}\rangle=e^{i\omega t-Dt}.$$

Its Fourier transform is the Lorentzian $2D/[(\Omega-\omega)^2+D^2]$. The half width is $D$ in angular frequency, so the full width in hertz is $2D/2\pi=D/\pi$.

## The mean phase

Let $\Theta=(1/N)\sum_i\theta_i$. Its coupling term contains

$$S=\sum_{ij}k_{ij}\sin(\theta_j-\theta_i).$$

Exchanging the labels gives $S=\sum_{ij}k_{ji}\sin(\theta_i-\theta_j)$. Since $k_{ji}=k_{ij}$ and the sine is odd, this is $-S$; hence $S=0$ and

$$\dot\Theta=\bar\omega+\bar\xi,\qquad \bar\omega=\frac1N\sum_i\omega_i,\qquad \bar\xi=\frac1N\sum_i\xi_i.$$

Only the $N$ diagonal terms survive in the noise correlation:

$$\langle\bar\xi(t)\bar\xi(t')\rangle=\frac{1}{N^2}\,N\,2D\,\delta(t-t')=2\,\frac DN\,\delta(t-t').$$

Thus $\mathrm{Var}[\Theta(t)-\Theta(0)]=2Dt/N$ for any coupling strength, and also for unequal frequencies.

A single kick shows the mechanism. If one locked oscillator is pushed by a small $\epsilon$, the mean moves by $\epsilon/N$. The coupling then pulls the phases together without moving the mean, so all end up displaced by $\epsilon/N$. Independent kicks to all $N$ oscillators add in variance, giving $N(\epsilon/N)^2=\epsilon^2/N$.

## Why the emission needs locking

The emitted signal is taken as $Z=(1/N)\sum_i e^{i\theta_i}$. With $\varphi_i=\theta_i-\Theta$,

$$Z=e^{i\Theta}R,\qquad R=\frac1N\sum_i e^{i\varphi_i}.$$

The noise acting on $\varphi_i$ is $\xi_i-\bar\xi$. Its correlation with $\bar\xi$ has strength $2D/N-2D/N=0$, and uncorrelated jointly Gaussian noises are independent. The drift of the $\varphi_i$ depends on phase differences alone. The increments of $\Theta$ are therefore independent of the whole history of the $\varphi_i$, and

$$C(t)=\langle Z^*(0)Z(t)\rangle=e^{i\bar\omega t-Dt/N}\,\langle R^*(0)R(t)\rangle .$$

Everything now depends on the second factor. Bounded phase differences are not enough: two oscillators locked in antiphase by repulsive coupling also have a quiet mean phase, but their signals cancel and no narrow line remains. The locked state must have $\langle R\rangle\ne0$.

**No coupling.** Take equal frequencies and random initial phases. The strength of $\xi_i-\bar\xi$ is $2D(1-2/N+1/N)=2D(1-1/N)$. In the double sum for $\langle R^*(0)R(t)\rangle$, terms with different oscillators average to zero, leaving $(1/N)e^{-D(1-1/N)t}$. The product is $|C(t)|=(1/N)e^{-Dt}$: the full single-oscillator width returns. In a simulation of eight uncoupled oscillators the mean phase diffused at $0.124D$, close to $D/8$, while the emission decayed at $1.01D$.

**Strong all-to-all coupling.** For small differences,

$$\frac KN\sum_j(\theta_j-\theta_i)=K(\Theta-\theta_i)=-K\varphi_i,\qquad \dot\varphi_i=-K\varphi_i+\xi_i-\bar\xi .$$

The variance obeys $d\langle\varphi_i^2\rangle/dt=-2K\langle\varphi_i^2\rangle+2D(1-1/N)$, so in the steady state

$$\langle\varphi_i^2\rangle=\frac DK\left(1-\frac1N\right),\qquad \langle R\rangle\simeq e^{-\langle\varphi_i^2\rangle/2}.$$

After a few times $1/K$ the values of $R$ at the two instants are uncorrelated, and $\langle R^*(0)R(t)\rangle$ settles at $|\langle R\rangle|^2$ instead of decaying. What remains is a line of full width $D/(\pi N)$. Fluctuations of $R$ add only a weak pedestal: because $\sum_i\varphi_i=0$, the first-order term of $R$ vanishes and $R\simeq1-(1/2N)\sum_i\varphi_i^2$.

For eight oscillators at $K/D=20$, simulation gave an emission decay of $0.125D$ and a diffusion coefficient of $0.126D$ for the phase of $Z$, against the predicted $0.125D$.

## Two oscillators: from unlocked to locked

The plateau of $R$ is not eternal, because noise can carry an oscillator over a full turn relative to the others. For $N=2$ this can be followed through. Let $\delta=\theta_1-\theta_2$. Then $\varphi_{1,2}=\pm\delta/2$, $R=\cos(\delta/2)$, and

$$\dot\delta=-K\sin\delta+\xi_1-\xi_2 ,$$

with diffusion coefficient $2D$. A slip of $\delta$ by $2\pi$ reverses the sign of $R$. If $\lambda$ is the slowest decay rate of the correlation of $R$, the emission decays at $D/2+\lambda$. At $K=0$, diffusion of $\delta$ makes $\cos(\delta/2)$ decay at $2D\,(1/2)^2=D/2$, so the total is $D$.

At strong coupling $\lambda$ follows from the mean time $T(\delta)$ to reach a neighbouring well centre, $\pm2\pi$. It satisfies

$$2D\,T''-K\sin\delta\;T'=-1,\qquad T'(0)=0,\quad T(\pm2\pi)=0 .$$

Put $a=K/2D$. Multiplication by $e^{a\cos\delta}/2D$ turns the left side into $(e^{a\cos\delta}T')'$. Integrating twice gives

$$T(0)=\frac1{2D}\int_0^{2\pi}\!dx\,e^{-a\cos x}F(x),\qquad F(x)=\int_0^x\!dy\,e^{a\cos y}.$$

By symmetry $F(x)+F(2\pi-x)=A$, with $A=\int_0^{2\pi}e^{a\cos y}dy$. Pairing $x$ with $2\pi-x$ replaces $F$ by $A/2$. The remaining integral also equals $A$, since a shift by $\pi$ reverses the cosine. Therefore $T(0)=A^2/4D$. For large $a$ a Gaussian approximation at the maximum gives $A\simeq e^a\sqrt{2\pi/a}$, so

$$T(0)\simeq\frac1{4D}\,e^{K/D}\,\frac{4\pi D}{K}=\frac{\pi}{K}e^{K/D}.$$

Slips then occur at rate $w=1/T(0)$. A sign that flips at random with rate $w$ has correlation $e^{-2wt}$, hence

$$\lambda\simeq 2w=\frac{2K}{\pi}e^{-K/D}.$$

Diagonalizing the diffusion operator for both phases gives the crossover at fixed $D$:

| $K/D$ | emission decay rate$/D$ |
|---|---|
| 0 | 1.000 |
| 1 | 0.794 |
| 2 | 0.662 |
| 4 | 0.541 |
| 8 | 0.502 |

At $K/D=12$ the computed slip part is $4.48\times10^{-5}D$; the asymptotic formula gives $4.69\times10^{-5}D$, about 5% more. The same diagonalization gives $0.33334D$ for three oscillators at $K/D=12$ and $0.250D$ for four at $K/D=8$.

For general $N$ the all-to-all drift is $-\partial U/\partial\theta_i$, with $U=-(K/N)\sum_{i<j}\cos(\theta_i-\theta_j)$. Turning one oscillator by $\pi$ changes $N-1$ pair terms from $-K/N$ to $+K/N$. The barrier for this path, divided by $D$, is

$$\frac{\Delta U}{D}=\frac{2K}{D}\,\frac{N-1}{N}.$$

For $N=3$ this predicts a slip exponent of $-1.333$ per unit of $K/D$; to compare, subtract $D/3$ from the computed decay rate, divide by the prefactor $K$ and take the logarithm. Between $K/D=8$ and 12 its slope is $-1.316$.

## Why no oscillator should dominate

Suppose $k_{ij}\neq k_{ji}$, with all oscillators still locked and equally noisy. For small differences $\dot\theta_i=\omega-\sum_jL_{ij}\theta_j+\xi_i$, where $L_{ii}=\sum_{j\ne i}k_{ij}$ and $L_{ij}=-k_{ij}$ otherwise. Choose weights with $\sum_iv_iL_{ij}=0$ and $\sum_iv_i=1$. Coupling drops out of $P=\sum_iv_i\theta_i$, whose diffusion coefficient is

$$D_P=D\sum_iv_i^2\ \ge\ \frac DN .$$

The inequality is Cauchy–Schwarz: $1=(\sum_i1\cdot v_i)^2\le N\sum_iv_i^2$. Since the differences are bounded, every oscillator follows $P$. Equality requires equal weights. Symmetric coupling provides them, and so does any locked network in which the total coupling into each oscillator equals the total coupling out of it, such as a uniform one-way ring. For symmetric coupling the mean-phase result $D/N$ is exact. For asymmetric coupling of more than two oscillators the rule holds only to linear order, because the sines no longer cancel exactly in $P$: a one-way ring of eight with link strength $20D$ exceeds $D/8$ by about 0.1%.

For two oscillators the weights are $v_1=k_{21}/(k_{12}+k_{21})$ and $v_2=k_{12}/(k_{12}+k_{21})$. Couplings of $30D$ and $10D$ give $(30^2+10^2)/40^2=0.625$, and diagonalization returns $0.625D$. If one oscillator only follows the other, the result is $D$: the follower copies its master's noise and nothing is averaged. A quieter master would help, but by its own quality rather than by averaging.

## What adds to $D/N$

**Common noise.** If a fraction $c$ of the noise strength is shared, $\langle\xi_i\xi_j\rangle=2D[(1-c)\delta_{ij}+c]\,\delta(t-t')$. Averaging over both indices gives

$$D_c=D\left[c+\frac{1-c}{N}\right].$$

Increasing $N$ cannot reduce the width below the common part $cD$.

**Coupling lag.** Replace the all-to-all sine by $\sin(\theta_j-\theta_i+\alpha)$, with $|\alpha|<\pi/2$. The part proportional to $\cos\alpha$ still cancels in the mean, but the other leaves

$$\frac{K\sin\alpha}{N^2}\sum_{ij}\cos(\theta_j-\theta_i)=K\sin\alpha\,|R|^2\simeq K\sin\alpha\left(1-\frac1N\sum_i\varphi_i^2\right).$$

Fluctuating differences now modulate the collective frequency. At weak noise they consist of $N-1$ independent coordinates $q$, each relaxing at $\kappa=K\cos\alpha$ with variance $s=D/\kappa$. For such a Gaussian coordinate, $q^2$ has covariance $2s^2e^{-2\kappa t}$. The added diffusion coefficient is the time integral of the frequency covariance:

$$\Delta D=\frac{K^2\sin^2\alpha}{N^2}(N-1)\frac{2s^2}{2\kappa}
=\frac DN\,\frac{N-1}{N}\,\frac{D\tan^2\alpha}{K\cos\alpha}.$$

For $N=3$, $K/D=60$ and $\alpha=0.5$ rad the predicted relative increase is 0.0038; diagonalization gives 0.0040.

**Amplitude noise.** Let amplitude deviations $a_i$ relax at rate $\Gamma$ and shift the frequencies by $\nu\Gamma a_i$. Let the noises $\eta_i$ on $a_i$ and $\xi_i$ on the phase be independent, with equal strength $2D_0$. If all linear coupling acts through phase differences and is symmetric, the means obey $\dot{\bar a}=-\Gamma\bar a+\bar\eta$ and $\dot\Theta=\omega+\nu\Gamma\bar a+\bar\xi$. Adding $\nu$ times the first to the second gives

$$\frac{d}{dt}(\Theta+\nu\bar a)=\omega+\bar\xi+\nu\bar\eta .$$

Since the variance of $\bar a$ stays bounded, the long-time diffusion coefficient is $(1+\nu^2)D_0/N$. One oscillator has $(1+\nu^2)D_0$, so in this linear model the ratio remains $1/N$. Coupling that also drives the amplitudes through the cosine of the phase differences goes beyond it. When amplitudes relax fast and are driven with the same strength $K$ as the phases, a coupling $K(\sin\Delta+\nu\cos\Delta)$ results, where $\Delta$ is a phase difference. This is a lag of $\arctan\nu$ with total amplitude $K\sqrt{1+\nu^2}$, which takes the place of $K$ in the lag formula above. That formula holds only while noise is weak and slips are rare.

## Eight nano-oscillators

Take eight oscillators with a free full width of 10 MHz and $K/2\pi=100$ MHz. Then

$$D=\pi\times10\ \mathrm{MHz}=31.4\times10^6\ \mathrm{s^{-1}},\qquad \frac D8=3.93\times10^6\ \mathrm{s^{-1}},$$

and the locked width is $10/8=1.25$ MHz. The coherence time, defined as the inverse decay rate, rises from 31.8 to 255 ns. With $K/D=20$, the line carries $e^{-(1/20)(7/8)}=0.957$ of the power of perfectly aligned oscillators in the small-difference approximation; the full sine coupling lowers this to 0.955.

These are round, assumed values, not measurements of a particular device. Real arrays depart from the model in several ways, which can be sized one at a time with the other settings held fixed:

- **Unequal frequencies.** An even spread over $\pm20$ MHz leaves the locked width at $D/(\pi N)$, apart from slips, which stay rare: the lowest barrier is about $23D$, against $35D$ without the spread. It produces phase differences up to 0.41 rad and, without noise, reduces the aligned power to 0.98 of its full value.
- **Short-range coupling.** In an open chain with link strength $J/2\pi=50$ MHz, $U\simeq(J/2)\sum_l\delta_l^2$ and the steady density is proportional to $e^{-U/D}$. The link differences $\delta_l$ are thus independent, each with variance $D/J=0.1$. Phases $i$ and $j$ differ with variance $|i-j|D/J$, and the mean variance about $\Theta$ is
$$\frac{D}{2N^2J}\sum_{ij}|i-j|=\frac DJ\,\frac{N^2-1}{6N}=0.131\ \mathrm{rad^2}.$$
The line power falls to 0.878 in this approximation, and to 0.871 with the full cosine energy of the links. The variance grows with $N$, so a long chain loses alignment although its mean phase becomes quieter.
- **Slips.** The barriers divided by $D$ are 35 for all-to-all coupling and $2J/D=20$ for the chain. Taking $Ke^{-35}$ and $Je^{-20}$ as rough rates, without numerical prefactors, gives $4\times10^{-7}$ and $0.6\ \mathrm{s^{-1}}$. Both are negligible beside $D/8$.
- **Common noise and lag.** A common fraction of 1% raises the width to 1.34 MHz, about 7% above 1.25 MHz. A lag of 0.5 rad raises it by 1.5% according to the weak-noise formula, and by about 2% in the full phase equations at this $K/D$.
- **Amplitude memory.** For a memory time $\tau=1$ ns, $\tau D/8=0.004$, so the collective phase noise is effectively white on the coherence time. But $\tau K=0.63$ is not small. Phase differences relax almost as fast as amplitudes, which makes the phase-only estimates of alignment and slips less secure than the collective width.

For the values chosen here, common noise is the largest width correction. Supply-current noise shared by all devices is one possible source of it, and stronger mutual coupling does not average it away. The order of the corrections can change in strongly nonlinear oscillators, whose effective lag $\alpha$ may be large. One oscillator in the steady field of the others then obeys $\dot\varphi\simeq K[\sin(\alpha-\varphi)-\sin\alpha]$ plus noise, with a slip barrier $K[2\cos\alpha-(\pi-2\alpha)\sin\alpha]$. At $\alpha=\arctan 2=1.11$ rad and total coupling amplitude $K=20D$ this is only $1.3D$. Slips are then frequent, and the weak-noise formula for the width no longer applies. Slow frequency noise, such as $1/f$ noise, is not included: the widths given here hold for white noise only.

## Table of computed values

```
Dimensionless tests, rates in units of D
N=2, K/D=0: emission decay = 1.00000
N=2, K/D=1: emission decay = 0.79378
N=2, K/D=2: emission decay = 0.66186
N=2, K/D=4: emission decay = 0.54099
N=2, K/D=8: emission decay = 0.50159
N=2, K/D=12: slip part exact = 4.483e-05
N=2, K/D=12: slip part formula = 4.694e-05
N=3, K/D=12: emission decay = 0.333337
N=4, K/D=8: emission decay = 0.250166
N=3 slip exponent per K/D = -1.316, barrier -1.333
N=2, K/D=40, detuning 10 D: decay = 0.500000
N=2, couplings 30 D and 10 D: decay = 0.625000
N=2, follower of a noisy master: decay = 1.000000
N=3 uneven network: decay = 0.4226, sum of squared weights = 0.4224
N=2, common noise fraction 0.1: decay = 0.550000
N=2, K/D=60, lag 0.8 rad: relative excess = 0.01368, formula 0.01268
N=3, K/D=60, lag 0.5 rad: relative excess = 0.00404, formula 0.00378
Simulation, N=8, rates in units of D
locked K/D=20: emission decay = 0.1250
locked: diffusion of emission phase = 0.1258
locked: mean alignment = 0.9765, formula 0.9784
unlocked: emission decay = 1.0123
unlocked: diffusion of mean phase = 0.1236
amplitude model, nu=2: single diffusion = 5.0000, N=8 diffusion = 0.6250
Device example: eight coupled nano-oscillators
free full linewidth = 10.0 MHz
coupling K/(2 pi) = 100.0 MHz
single phase diffusion D = 31.42 x 10^6 1/s
collective phase diffusion D/N = 3.927 x 10^6 1/s
locked full linewidth = 1.250 MHz
coherence time single = 31.8 ns, locked = 254.6 ns
line power / perfectly aligned power = 0.9572
spread +-20 MHz: noiseless aligned power fraction = 0.9825
spread: largest phase difference = 0.406 rad
chain, link/(2 pi) = 50 MHz: mean phase variance = 0.1312 rad^2
chain: line power / perfectly aligned power = 0.8777
slip barrier / D: all-to-all = 35.0, chain = 20.0
rough slip rate: all-to-all = 4.0e-07 1/s, chain = 6.5e-01 1/s
with common noise fraction 0.01: full linewidth = 1.338 MHz
coupling lag 0.5 rad: relative width increase = 0.0149
amplitude memory 1 ns: memory x D/N = 0.0039, memory x K = 0.628
```
